\section*{Axial Ising model for silicon carbide polytypes: energies and ground states, part 2}

Which stacking of silicon carbide has the lowest energy? Its flat Si--C bilayers take lateral positions A, B or C, successive ones never alike. The spin $s_i$ is $+1$ if the step from bilayer $i$ to the next goes forward (A$\to$B, B$\to$C or C$\to$A) and $-1$ if backward; $t_i=s_is_{i+1}$ is a bond, and $c_n=\langle s_is_{i+n}\rangle$ an average over all layers. With couplings $J_n$, the static energy per Si--C pair is
\begin{equation}
E=E_0-J_1c_1-J_2c_2-J_3c_3 .
\label{eq:model}
\end{equation}

By part (c), every stacking is a walk on a graph whose vertices are the pairs $(t_i,t_{i+1})$. Each move has the energy, measured from $E_0$,
\begin{equation}
\varepsilon(t_i,t_{i+1},t_{i+2})=-J_1t_i-J_2t_it_{i+1}-J_3t_it_{i+1}t_{i+2}.
\label{eq:eps}
\end{equation}
The energy of a stacking is a weighted average over simple cycles, which visit no vertex twice. Their repeated bonds and spins are
\begin{align*}
(+)&:\ +\ \text{(3C)}, & (-)&:\ +-\ \text{(2H)},\\
(+-)&:\ ++--\ \text{(4H)}, & (++-)&:\ +++---\ \text{(6H)},\\
(+--)&:\ ++-\ \text{(9R)}, & (++--)&:\ +++-\ \text{(12R)}.
\end{align*}
All but 12R, with $E_{12R}=E_0$, are possible ground states:
\begin{align}
E_{3C}&=E_0-J_1-J_2-J_3, \label{eq:3C}\\
E_{2H}&=E_0+J_1-J_2+J_3, \label{eq:2H}\\
E_{4H}&=E_0+J_2, \label{eq:4H}\\
E_{6H}&=E_0-\tfrac13J_1+\tfrac13J_2+J_3. \label{eq:6H}
\end{align}
\begin{equation}
E_{9R}=E_0+\tfrac13J_1+\tfrac13J_2-J_3 .
\label{eq:9R}
\end{equation}
Reversing the signs of $J_1$ and $J_3$ exchanges 3C with 2H and 6H with 9R. The conditions for 6H, 4H and 3C are, in this order,
\begin{equation}
|J_1+2J_2|<-3J_3\quad\text{and}\quad J_2<J_1 .
\label{eq:reg6H}
\end{equation}
\begin{equation}
2J_2<-\max\left(|J_1+J_3|,\;|J_1-3J_3|\right).
\label{eq:reg4H}
\end{equation}
\begin{equation}
J_1+J_3>0,\quad J_1+2J_2+J_3>0,\quad J_1+2J_2+3J_3>0,\quad J_1+J_2>0 .
\label{eq:reg3C}
\end{equation}

In part (b), $E_0$ and the three couplings were fitted to the energies of 3C, 2H, 4H and 6H. Such a fit cannot fail, so it does not test the model. Errors of up to $\delta$ in each energy can change $J_3$ by up to $1.5\,\delta$.

\subsection*{(e) Boundaries, and what is degenerate on them}

\textit{Which pairs of ground states share a boundary? In what order do the polytypes follow each other for $J_2<0$, $J_3<0$ and $J_1+J_3>0$? Which other stackings have the same energy on the boundaries of 3C, 4H and 6H?}

\textbf{Solution.} Of the ten pairs, 6H and 9R do not meet. Adding the energies shows that
\begin{equation}
\tfrac12(E_{6H}+E_{9R})=E_0+\tfrac13J_2=\tfrac16(E_{3C}+E_{2H}+4E_{4H}).
\end{equation}
If 6H and 9R were both lowest, the average on the right would equal the lowest energy, so all five energies would be equal. Then $E_{3C}=E_{2H}$ gives $J_3=-J_1$, $E_{3C}=E_{4H}$ gives $J_2=0$, and $E_{6H}=E_{9R}$ gives $J_1=0$. Only the point without couplings is left.

The other nine pairs do meet. One point $(J_1,J_2,J_3)$ for each type of boundary shows it, with the common energy measured from $E_0$:
\begin{align*}
\text{3C, 2H}:&\ (0,1,0),\ -1; & \text{3C, 4H}:&\ (5,-3,1),\ -3;\\
\text{3C, 6H}:&\ (12,-3,-2),\ -7; & \text{4H, 6H}:&\ (5,-4,-1),\ -4;\\
\text{3C, 9R}:&\ (-1,1,2),\ -2. &&
\end{align*}
At each point the other three energies are higher. Reversing $J_1$ and $J_3$ turns the last four into 2H with 4H, 2H with 9R, 4H with 9R and 2H with 6H.

For the stated signs, $J_1>|J_3|>0$. Let $r=J_1+2J_2$. If $r>3|J_3|$, the second and third conditions of (\ref{eq:reg3C}) hold. So does the last, since $J_1+J_2=r-J_2>r$; the first is given. If $|r|<3|J_3|$, (\ref{eq:reg6H}) holds because $J_2<0<J_1$. If $r<-3|J_3|$, then $r+J_3$ and $r-3J_3$ are negative, and so are $2J_2-(J_1+J_3)$ and $2J_2-J_1+3J_3$; these are the four conditions for 4H. Thus
\begin{equation}
\begin{aligned}
&\text{3C for } J_1+2J_2>3|J_3|,\\
&\text{6H for } |J_1+2J_2|<3|J_3|,\\
&\text{4H for } J_1+2J_2<-3|J_3|.
\end{aligned}
\label{eq:order}
\end{equation}
At fixed negative $J_2$ and $J_3$ with $|J_2|\ge|J_3|$, the whole range of $J_1$ that belongs to 6H has the width $6|J_3|$; for $|J_2|<2|J_3|$ its lower end lies below $|J_3|$, outside the signs stated in the question. For $|J_2|<|J_3|$ the condition $J_2<J_1$ in (\ref{eq:reg6H}) cuts the range short. The range closes as $J_3\to0$.

For the degeneracies, call a run of equal spins a domain. A domain of $\ell\ge2$ layers contributes $\ell-1$ positive bonds and one negative bond. For $\ell=2$ this is the cycle of 4H. For $\ell\ge3$ it is the cycle of 6H with $\ell-3$ turns of the 3C loop inserted at the vertex $(++)$. A stacking without domains of one layer therefore has an energy that is a sum over its domains:
\begin{equation}
\mathcal E_2=2E_{4H},\qquad \mathcal E_\ell=3E_{6H}+(\ell-3)E_{3C}\quad(\ell\ge3).
\label{eq:domains}
\end{equation}

On the boundary of 3C and 6H, every sequence of domains of three or more layers has the lowest energy. On the boundary of 4H and 6H, every sequence of domains of two and three layers has it. On the boundary of 3C and 4H, which needs $J_3>0$, the two lowest cycles share no vertex. Going from one to the other uses moves of dearer cycles, so of the periodic stackings only the two pure ones are lowest.

Closed rings of 12 layers, enumerated at the three points given above, show these sets. There are 92 lowest patterns for 3C with 6H and 6 for 3C with 4H; the 6 are two uniform patterns and four positions of $++--$. For 4H with 6H there are 10, namely four positions of $++--$ and six of $+++---$. No mixture appears among these 10, because the only mixture that fills 12 layers has three domains of two and two of three, and a closed ring needs an even number of domains.

A mixture is seen in 15R, whose spins are $+++--$. Their sum is $+1$, so the letters close after 15 layers. By (\ref{eq:domains}),
\begin{equation}
E_{15R}=\tfrac15\left(3E_{6H}+2E_{4H}\right)
\label{eq:15R}
\end{equation}
for all couplings of this model. 15R lies between 6H and 4H in energy and is never the sole ground state. Since (\ref{eq:15R}) contains no adjustable quantity, a separately calculated energy of 15R tests the model, which the fit of part (b) does not.

This test has a blind spot. The fourth-neighbour average $c_4$ and the four-spin average are both $1$ in 4H, $-\tfrac13$ in 6H and $\tfrac15$ in 15R. Since $\tfrac15\,[3(-\tfrac13)+2]=\tfrac15$, (\ref{eq:15R}) still holds when such couplings are present, and agreement does not exclude them. The energy of 9R is a sharper test. The model predicts $E_{9R}=\tfrac13(E_{3C}+E_{2H}+4E_{4H})-E_{6H}$. Both averages are $1$ in 3C and 2H and $-\tfrac13$ in 9R, whereas the same combination of them on the right gives $2+\tfrac13=\tfrac73$. Either coupling alone would therefore upset the prediction.

\subsection*{(f) A worked example}

\textit{Take $J_1=4.0$, $J_2=-2.2$ and $J_3=-0.4$ meV per Si--C pair. Find the ground state, its distance in energy from the other polytypes and the range of $J_1$ over which it persists.}

\textbf{Solution.} These are round values of the rough size that applies to silicon carbide; they are not fitted to it. With energies measured from $E_0$,
\begin{align*}
E_{3C}&=-4.0+2.2+0.4=-1.4\ \text{meV},\\
E_{2H}&=4.0+2.2-0.4=5.8\ \text{meV},\\
E_{4H}&=-2.2\ \text{meV},\\
E_{6H}&=-1.333-0.733-0.4=-2.467\ \text{meV},\\
E_{9R}&=1.333-0.733+0.4=1.0\ \text{meV}.
\end{align*}
The ground state is 6H. This agrees with (\ref{eq:order}): $J_1+2J_2=-0.4$ meV, and $3|J_3|=1.2$ meV. Of the other polytypes named here 15R is the closest, at $\tfrac25\times0.267=0.107$ meV above 6H. Stackings made only of domains of two and three layers, with those of two rarer than in 15R, lie closer still, so there is no smallest excess energy per pair. The gap to 4H is $0.267$ meV per pair, or $25.7$ J/mol; 3C lies $1.07$ meV and 2H $8.27$ meV above 6H.

With $J_2$ and $J_3$ held fixed, 6H persists for
\begin{equation*}
4.4-1.2=3.2\ \text{meV}<J_1<4.4+1.2=5.6\ \text{meV}.
\end{equation*}
Above this range the ground state is 3C. Below it the ground state is 4H, down to $J_1=-4.0$ meV, where 2H takes over. A decrease of $J_1$ by one fifth leads to the boundary with 4H. By part (b), the sign of $J_3=-0.4$ meV is certain only if the energies it is derived from are reliable to $0.4/1.5\approx0.27$ meV. That this equals the gap to 4H is an accident of the chosen values.

\subsection*{(g) Couplings that were left out}

\textit{How large must a fourth-neighbour coupling $J_4$ or a four-spin coupling $K$ be to displace 6H in the example?}

\textbf{Solution.} Add $-J_4c_4-K\langle s_is_{i+1}s_{i+2}s_{i+3}\rangle$ to the energy. In 4H the spins repeat after four layers, so $c_4=1$, and any four successive spins have the product $+1$. In 6H four steps forward equal two steps back, so $c_4=c_2=-\tfrac13$. Its six four-spin products are $-,+,-,-,+,-$, also with average $-\tfrac13$. Hence
\begin{equation}
E_{4H}-E_{6H}=0.267\ \text{meV}-\tfrac43\,(J_4+K).
\end{equation}
Either coupling alone makes 4H the lower of the two once it exceeds $0.200$ meV, half of $|J_3|$.

A negative $J_4$ favours domains of four layers. By (\ref{eq:domains}) the stacking $++++----$ lies $\tfrac14(E_{3C}-E_{6H})=0.267$ meV above 6H, and it has $c_4=-1$. It draws level when $0.267\ \text{meV}+\tfrac23J_4=0$, at $J_4=-0.400$ meV. An enumeration of all rings of up to 12 layers found no stacking that displaces 6H at a smaller $J_4$ of either sign or a smaller positive $K$.

For negative $K$ the graph of part (c) gives the answer. The four-spin product equals $t_it_{i+2}$, so each move still has a definite energy and the simple cycles decide. The four-spin average is $1$ for 3C, 2H and 4H, $-\tfrac13$ for 6H and 9R, and $-1$ for 12R, so a negative $K$ lowers only 12R relative to 6H. Since 12R starts $2.467$ meV above 6H, it draws level when $2.467\ \text{meV}+\tfrac23K=0$, at $K=-3.70$ meV.

\subsection*{(h) Temperature}

\textit{Take a growth temperature of 1900 K. When does thermal disorder destroy the stacking order of the example, and how do vibrations compare with the gap?}

\textbf{Solution.} At 1900 K, $k_BT=163.7$ meV, far above every energy in part (f). Those energies, however, refer to one Si--C pair, and a spin belongs to a whole patch of a bilayer. If $n$ pairs turn together, all energies are multiplied by $n$. This treats the patch as rigid and leaves out the cost of its edges.

The statistical weight of a chain is then a product of factors $\exp(-n\varepsilon/k_BT)$, one for each move on the graph, with $\varepsilon$ from (\ref{eq:eps}). Collect these factors in a $4\times4$ matrix. For a long chain of $N$ layers the sum over all stackings grows as $\lambda^N$, where $\lambda$ is the largest eigenvalue. Since $J_3$ multiplies $t_it_{i+1}t_{i+2}$ in the exponent,
\begin{equation}
c_3=\frac{k_BT}{n}\,\frac{\partial\ln\lambda}{\partial J_3}.
\end{equation}
Perfect 6H has $c_3=-1$. The result is $c_3=-0.003$ for $n=1$, $-0.49$ for $n=100$ and $-0.974$ for $n=1000$.

The last value can be understood from the cheapest fault, a domain of two layers. It costs $2(E_{4H}-E_{6H})=0.533$ meV per pair more than two layers of 6H. For $n=1000$ its weight is $\exp(-533/163.7)\approx0.04$ for each domain of three layers. About $\tfrac23\times0.04\approx0.03$ of the layers then contribute $0$ to $c_3$ instead of $-1$, which accounts for the deviation.

With an in-plane lattice constant $a$ of roughly $0.31$ nm, each pair occupies $\tfrac{\sqrt3}{2}a^2$, and 1000 pairs fill a square of side $9.1$ nm. In this estimate, disorder among layers close to each other matters for patches a few nanometres across and is small for much wider ones. Over long distances the order is lost for any finite $n$, because faults of finite cost keep occurring along the chain; a larger $n$ only makes them rarer.

Vibrations are not suppressed by the size of the patch, because their free energy also grows with $n$. A mode of frequency $\omega$ has the free energy $F=\tfrac12\hbar\omega+k_BT\ln(1-e^{-\hbar\omega/k_BT})$, and
\begin{equation}
\omega\frac{\partial F}{\partial\omega}
=\frac{\hbar\omega}{2}+\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}
=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
An Si--C pair has six modes. Give them all a rough mean energy of $70$ meV, and suppose that two polytypes differ by $0.1\,\%$ in frequency. Their free energies then differ by about $1.0$ meV per pair, nearly four times the gap between 4H and 6H. A difference of $0.027\,\%$ equals the gap. If the frequencies differ by this much or more, the static energies alone do not decide which polytype is stable at 1900 K.

\subsection*{(i) Growth one layer at a time}

\textit{A bilayer added to a flat surface has neighbours only below it. Which polytype grows if each new layer takes the spin of lowest energy, and what does this mean for real growth?}

\textbf{Solution.} Assume that the bulk couplings hold at the surface and that buried layers no longer turn. Adding a layer fixes one new spin $s$, that of the step up to the new layer; in this part it is called the spin of the new layer. With $s',s'',s'''$ the spins of the three steps below it, counted downward, the new spin has the energy
\begin{equation}
-s\,(J_1s'+J_2s''+J_3s''').
\end{equation}
If $J_1>|J_2|+|J_3|$, the bracket has the sign of $s'$, and the new layer copies the one below it. The film continues as 3C on any substrate. In the example $4.0>2.6$ meV, so 3C grows although 6H is the bulk ground state. To continue 6H, the layer that follows $+++$ would have to turn, at a cost of $2(4.0-2.2-0.4)=2.8$ meV per pair. For an island of fewer than about $163.7/2.8\approx58$ pairs this cost is below $k_BT$, so very small islands choose almost at random.

The condition matters. Lower $J_1$ to $2.0$ meV with $J_2$ and $J_3$ held fixed. After $+++$ the bracket is $2.0-2.6=-0.6$ meV, and the next layer turns. After one reversed layer it is $-2.0-2.2-0.4=-4.6$ meV, and after two it is $-2.0+2.2-0.4=-0.2$ meV, so the reversed domain grows to three layers before it turns again. This is 6H, while (\ref{eq:order}) gives 4H as the bulk ground state, since $J_1+2J_2=-2.4$ meV is below $-1.2$ meV. None of the eight possible triples of starting spins leads to 3C. In both cases layer-by-layer growth misses the bulk ground state.

Set beside real silicon carbide, the couplings have the right order of magnitude: calculated energies of the common polytypes differ by a few meV per pair, and the order of 4H and 6H depends on the method of calculation. The temperature of 1900 K is in the range used for chemical vapour deposition of 4H and 6H films. Inclusions of 3C are a known difficulty on surfaces cut along the layers, which is in line with the rule above but does not prove its mechanism, since surface couplings may differ from bulk ones. In practice the substrate is cut a few degrees off the layer plane. Atoms then attach at the edges of steps, where the exposed layers fix the stacking, and the polytype of the substrate is copied. The assumption of a free choice for each layer is thus broken on purpose, and the cost of $2.8$ meV per pair no longer decides the outcome as long as growth proceeds at the steps and not by new islands on the terraces. The remaining values of the example are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Correlations c1, c2, c3 counted from the stacking letters:
   3C: 1, 1, 1
   2H: -1, 1, -1
   4H: 0, -1, 0
   6H: 1/3, -1/3, -1
   9R: -1/3, -1/3, 1
  12R: 0, 0, 0
  15R: 1/5, -3/5, -3/5
Simple cycles of the bond-pair graph: 6
Random coupling sets tested against all chains: 600
Pairs of phases that share a boundary: 9 of 10
Degenerate 12-layer rings on a boundary (spin patterns):
  3C|6H: 92, 4H|6H: 10, 3C|4H: 6
Example J1, J2, J3 = 4.0, -2.2, -0.4 meV per pair
Energy E - E0 and excess over 6H (meV per pair):
   3C:  -1.400    1.067
   2H:   5.800    8.267
   4H:  -2.200    0.267
   6H:  -2.467    0.000
   9R:   1.000    3.467
  12R:  -0.000    2.467
  15R:  -2.360    0.107
J1 + 2 J2 = -0.40 meV; 3|J3| = 1.20 meV
6H is stable for J1 from 3.20 to 5.60 meV
Gap 4H - 6H = 0.267 meV per pair = 25.7 J/mol
J4 that ends 6H: +0.200 or -0.400 meV
Positive four-spin coupling that ends 6H: 0.200 meV
Growth temperature 1900 K, kT = 163.7 meV
Thermal c3 (6H has -1) for n pairs turning together:
  n =    1: c3 = -0.0031
  n =  100: c3 = -0.4914
  n = 1000: c3 = -0.9738
c3 at n = 10: 12-layer ring -0.068643, infinite chain -0.068389
In-plane lattice constant (rough) 0.31 nm
Side of a square patch of 1000 pairs: 9.1 nm
Mean phonon energy (rough) 70 meV
Assumed relative frequency difference: 0.1 %
Resulting free-energy shift: 1.00 meV per pair
Frequency difference equal to gap: 0.027 %
|J2| + |J3| = 2.6 meV, below J1
Seeds that grow on as 3C: 8 of 8
Same with J1 lowered to 2.0 meV: 0 of 8
Cost of turning a new layer on +++: 2.8 meV per pair
\end{verbatim}
